Interface charge and the negative-capacitance region of a matched Landau bilayer

**Problem**

A ferroelectric film of thickness t_f lies on a dielectric film of thickness t_d and permittivity ε_d, between two ideal metal electrodes. The positive axis runs from the ferroelectric to the dielectric. The ferroelectric carries a uniform polarization P along this axis and obeys the Landau law

E_f = −aP + bP³, with a > 0 and b > 0.

Its electric displacement is D_f = ε_b E_f + P, where the background permittivity ε_b describes all polarization other than P. A uniform sheet of fixed charge σ per area lies at the inner interface. The turning points ±P_t are the polarizations at which the Landau field has its extrema. The voltage V is the potential of the electrode on the ferroelectric side minus that of the other electrode. The layers are exactly matched: at P = 0 the differential capacitance of the ferroelectric is minus that of the dielectric.

(a) Find what matching implies for a, and identify the polarizations for which the ferroelectric's differential capacitance is negative.

(b) Show that, with the electrodes short-circuited, |σ| > P_t/3 puts the ferroelectric outside this region, and that the state reached is the stable one for uniform polarization.

(c) Find the small-signal capacitance of the stack at V = 0, and the bias that restores P = 0.

(d) How does the threshold change if the matching is imperfect?

(e) Evaluate the results for σ = 2 and 6 µC/cm², with a 10 nm ferroelectric whose zero-field polarization is 20 µC/cm², intrinsic coercive field 1.5 MV/cm and relative background permittivity 20, on a dielectric of relative permittivity 9.

(f) Examine two assumptions for this example: that the charge is fixed, and that the polarization is uniform.

**Solution**

**(a) Matching and the negative-capacitance region**

The slope of the Landau law is dE_f/dP = 3bP² − a. It vanishes at

P_t² = a/(3b).

The differential capacitance of the ferroelectric per area is the change of D_f divided by the change of the voltage t_f E_f:

C_f = (1/t_f) [ε_b + 1/(3bP² − a)].

With C_d = ε_d/t_d, matching at P = 0 means

(ε_b − 1/a)/t_f = −ε_d/t_d.

Multiplying by t_f and rearranging gives

1/a = κ, where κ = ε_b + ε_d t_f/t_d.

Since κ > ε_b, it follows that aε_b < 1. This fixes the sign of C_f. For |P| < P_t we have 0 < a − 3bP² ≤ a, so 1/(a − 3bP²) ≥ 1/a > ε_b, and the negative term in C_f outweighs the background. For |P| > P_t both terms are positive. The negative-capacitance region is therefore |P| < P_t, with the background included.

**(b) Equilibrium under short circuit**

Gauss's law at the interface and the voltage sum are

ε_d E_d − ε_b E_f − P = σ,
t_f E_f + t_d E_d = V.

The second gives E_d = (V − t_f E_f)/t_d. Inserting this in the first,

C_d V − (ε_d t_f/t_d) E_f − ε_b E_f − P = σ,

and collecting the terms in E_f,

κE_f = C_d V − P − σ.

For matched layers κ = 1/a, so E_f = a(C_d V − P − σ). Equating this to the Landau field,

−aP + bP³ = aC_d V − aP − aσ.

The linear terms cancel:

bP³ = a(C_d V − σ).

At V = 0, using a/b = 3P_t²,

P³ = −3P_t² σ,
|P|/P_t = (3|σ|/P_t)^(1/3).

The right side of the last equation exceeds one when |σ| > P_t/3. At equality the ferroelectric sits at its turning point; for smaller charge it remains inside the region.

Stability follows from the energy per area. At fixed σ and V = 0 the external circuit does no work, so the quantity to minimize is the Landau energy plus the field energy:

G = t_f(−aP²/2 + bP⁴/4) + ε_b t_f E_f²/2 + ε_d t_d E_d²/2.

With E_d = −t_f E_f/t_d, the two field terms add to t_f κE_f²/2. Since κE_f = −(P + σ), this is t_f(P + σ)²/(2κ) = t_f a(P + σ)²/2. Expanding the square cancels the term −aP²/2 and leaves

G = t_f(bP⁴/4 + aσP + aσ²/2).

This function is strictly convex in P, so its one stationary point, bP³ = −aσ, is the global minimum among uniform states.

The reason for the low threshold is visible in G. Matching removes the quadratic restoring energy, and only the quartic term resists the push aσ of the charge. The response is a cube root, with infinite slope at σ = 0: a charge of 1 % of P_t already displaces P by (0.03)^(1/3) ≈ 0.31 of P_t.

**(c) Capacitance and compensating bias**

With σ fixed, both layers have the same change of displacement, so the stack capacitance is C = d(ε_d E_d)/dV. From E_d = (V − t_f E_f)/t_d,

C = C_d(1 − t_f dE_f/dV).

Differentiating bP³ = a(C_d V − σ) gives dP/dV = aC_d/(3bP²). Hence

dE_f/dV = (3bP² − a) dP/dV = aC_d(1 − P_t²/P²).

The prefactor needed is a t_f C_d = a(κ − ε_b) = 1 − aε_b. At V = 0, where P_t²/P² = (P_t/3|σ|)^(2/3),

C/C_d = 1 + (1 − aε_b)[(P_t/3|σ|)^(2/3) − 1].

The stack capacitance exceeds that of the dielectric alone below the threshold, equals it at the threshold and falls below it beyond. As σ → 0 it diverges, which is the mark of exact matching. For large |σ| it tends to aε_b C_d = ε_b C_d/κ. This is the series capacitance of the dielectric and a layer of permittivity ε_b: the polarization P has become too stiff to respond.

The equation bP³ = a(C_d V − σ) also shows that charge acts as a voltage offset. The bias V = σ/C_d restores P = 0. The ferroelectric field then vanishes, and the whole bias lies across the dielectric.

**(d) Imperfect matching**

Let m = κa, so that m = 1 is exact matching. At V = 0 the general condition is κ(−aP + bP³) = −(P + σ), or

σ = −(1 − m)P − κbP³.

For m ≤ 1 the right side decreases steadily with P, so each charge has one equilibrium, and |P| grows with |σ|. For positive σ the edge of the region is P = −P_t. Using bP_t² = a/3, the threshold is

σ_c = (1 − m)P_t + κbP_t³ = P_t(1 − m + m/3) = P_t(1 − 2m/3).

One third of P_t is thus the smallest threshold in the range m ≤ 1. A thicker dielectric lowers m and tolerates more charge, at the price of a smaller capacitance gain at σ = 0. For m > 1 the uncharged state P = 0 is unstable, because the quadratic term in G, t_f(1/κ − a)P²/2, is negative.

**(e) Worked example**

The zero-field polarization is P₀ = √(a/b) = √3 P_t, so P_t = 20/√3 = 11.547 µC/cm². The coercive field is the height of the Landau extremum, aP_t − bP_t³ = 2aP_t/3. Therefore

a = 3(1.5×10⁸ V/m)/(2 × 0.11547 C/m²) = 1.949×10⁹ m/F,

and 1/a = 57.96 ε₀. Matching requires 57.96 = 20 + 9 t_f/t_d, so t_f/t_d = 4.218 and t_d = 2.37 nm. The dielectric capacitance is C_d = 3.361 µF/cm².

The threshold is 11.547/3 = 3.849 µC/cm², or 2.4×10¹³ elementary charges per cm². A numerical root search for |P| = P_t in the original field equations also gives 3.849 µC/cm².

For σ = 2 µC/cm²:

P = −(3 × 11.547² × 2)^(1/3) = −(800)^(1/3) = −9.28 µC/cm².

This is 0.80 P_t, inside the region. The ferroelectric capacitance is −12.7 µF/cm², and

C/C_d = 1 + 0.655[(3.849/2)^(2/3) − 1] = 1.36.

For σ = 6 µC/cm²:

P = −(2400)^(1/3) = −13.39 µC/cm².

This is 1.16 P_t, outside the region. The ferroelectric capacitance is now +16.7 µF/cm², and C/C_d = 0.83.

The fields hardly reveal the difference. From E_f = −a(P + σ) they are 1.42 and 1.44 MV/cm in the ferroelectric, and −5.99 and −6.07 MV/cm in the dielectric. The two states lie on opposite sides of the maximum of the Landau field, where nearly equal fields belong to different polarizations. The sign of the slope distinguishes them, and C/C_d reveals it.

The compensating bias for 6 µC/cm² is 6/3.361 = 1.785 V. It raises the dielectric field to 1.785 V/2.371 nm ≈ 7.5 MV/cm, now with the opposite sign, so for this charge the repair costs breakdown margin. For 2 µC/cm² the compensating bias of 0.595 V lowers the magnitude of the field from 6.0 to 2.5 MV/cm. Against rough strengths of 10 MV/cm for the thin dielectric and 4 MV/cm for the ferroelectric, the short-circuited state at 6 µC/cm² uses fractions of 0.61 and 0.36.

**(f) Is the charge fixed, and is the polarization uniform?**

*Leakage.* Take σ > 0. Then P < 0, and |P| > σ as long as 3P_t²σ > σ³, that is σ < √3 P_t = P₀. The polarization overcompensates the charge: P + σ is negative, so E_f > 0 and E_d < 0. Both fields point towards the interface. Conduction along the field therefore brings positive charge to the interface, or removes electrons from it, and σ grows. The drift ends at σ = P₀, where both fields vanish. By symmetry negative charge grows in magnitude. In this model leakage under short circuit thus carries a state that starts below the threshold across it.

A rough time scale comes from an electron in an interface trap at depth Φ = 3 eV below the conduction edge of the dielectric, tunnelling to the electrode with mass m* = 0.3 electron masses. The field lowers the barrier along its path, and the tunnelling exponent is

K = (2/ħ) ∫₀^{t_d} √(2m*(Φ − e|E_d|x)) dx.

For both charges K is close to 20. With an attempt rate ν = 10¹³ s⁻¹ and empty electrode states at the electron's energy, the escape time e^K/ν is about 50 µs in both cases. The times agree because the dielectric voltages, 1.42 and 1.44 V, nearly agree. The estimate is exponentially sensitive: 10 % in K changes it by a factor of about e² ≈ 7. The rough inputs matter even more: m* = 0.2 gives about 1 µs, and Φ = 2 eV gives about 0.3 µs. For the values chosen, the charge near short circuit is fixed for a microsecond but not during a slow measurement; shallower traps or a lighter mass lose it sooner. A bias that strengthens the dielectric field in the same direction shortens the time: at V = −1 V it is about 3 µs for 2 µC/cm² and 7 µs for 6 µC/cm². The dielectric fields are then −10.4 and −9.3 MV/cm, at the rough strength quoted above, so this bias is at the limit of the model. Deeper traps or a thicker barrier hold the charge longer.

*Domains.* Add to P a small lateral wave p cos(qx), uniform through the film, and let the Landau energy density contain the gradient term g|∇P|²/2. The wave places a bound charge p cos(qx) at the interface. The potential it causes falls to zero at both electrodes as hyperbolic sines, so the jump of displacement at the interface relates its amplitude φ to p by

p = Sφ, S = q[ε_b coth(qt_f) + ε_d coth(qt_d)].

The electrostatic energy per area is half the charge times the potential, averaged over x: p²/(4S). The Landau and gradient terms give t_f(3bP² − a + gq²)p²/4. The total is (t_f p²/4)k, with the stiffness

k = 3bP² − a + gq² + 1/(t_f S).

For q → 0, S tends to κ/t_f, and matching leaves k = 3bP², the uniform result. At larger q, S grows and the depolarizing term weakens, so k can become negative at small P.

With a rough gradient coefficient g = 5×10⁻¹⁰ m³/F, the softest wave of this form has a wavelength of 8.9 nm and k = −0.60a at σ = 0. The uniform state at zero charge is then unstable, and the divergence of C found in (c) would not be reached. The same holds for the state P = 0 restored by the bias σ/C_d, because k depends on the charge only through P.

For waves uniform through the film, the smallest k is +0.05a at 2 µC/cm² and +0.75a at 6 µC/cm². Waves whose amplitude also varies with depth are softer, because they can spread the bound charge over a layer near the interface. Solving the linearized equations numerically for such waves, with the same g and no surface energy, gives a smallest stiffness of −0.10a at 2 µC/cm² and +0.60a at 6 µC/cm². The instability then ends at about 2.5 µC/cm², still below the threshold of 3.85 µC/cm². In this estimate the uniform state at 2 µC/cm² is therefore unstable, and its C/C_d = 1.36 applies only to a film held uniform. The conclusion depends on the rough value of g: doubling g brings the smallest stiffness at 2 µC/cm² close to zero, while a g ten times smaller extends the instability to about 3.4 µC/cm², close to the threshold. A positive stiffness shows stability against small waves, but does not exclude a domain pattern of lower energy at a finite distance.

Beyond the threshold a stronger statement holds. For |P| > P_t the Landau curvature is positive, and the gradient and field energies of any small variation of P are not negative. The driven-out state is therefore locally stable for every g ≥ 0, including against variations through the thickness.

**The model beside real films**

The parameters lie in the rough regime of hafnium-zirconium oxide on alumina, and interface charges of order 10¹³ to 10¹⁴ cm⁻² are a plausible size for such stacks, so the threshold is within practical reach. Real films can be polycrystalline and can switch through domains. There the uniform Landau curve is an assumption, and the 1.5 MV/cm used here is a property of that curve, not a measured switching field.

Matching is also fragile. A dielectric 10 % thicker gives m = 0.94 and raises the threshold from 3.85 to 4.31 µC/cm². If a falls linearly to zero at a rough Curie temperature of 700 K, with the other parameters fixed, a stack matched at 300 K has m ≈ 0.86 and P_t ≈ 10.7 µC/cm² at 358 K. Its threshold is then about 10.7(1 − 0.57) ≈ 4.6 µC/cm².

Finally, at threshold there is one elementary charge per square of side 2.0 nm, a length comparable with the dielectric thickness. The uniform sheet is an average, and random clustering would make P vary along the interface. The program prints the main values of the example.

Calculated quantities

```
zero-field polarization        20.0 uC/cm2
intrinsic coercive field       1.50 MV/cm
background constant            20.0 (relative)
dielectric constant            9.0 (relative)
ferroelectric thickness        10.0 nm
Landau a                       1.9486e+09 m/F
Landau b                       4.8714e+10 m5/(F C2)
1/(a eps0)                     57.96 (relative)
a eps_b                        0.3451
matched dielectric thickness   2.371 nm
dielectric capacitance         3.361 uF/cm2
turning-point polarization     11.547 uC/cm2
threshold charge (root search) 3.849 uC/cm2
threshold number density       2.402e+13 1/cm2
mean spacing at threshold      2.04 nm
--- interface charge           2.0 uC/cm2
polarization                   -9.283 uC/cm2
|P|/Pt                         0.8039
ferroelectric field            1.419 MV/cm
dielectric field               -5.986 MV/cm
dielectric voltage             -1.419 V
ferroelectric capacitance      -12.74 uF/cm2
stack/dielectric capacitance   1.3584
bias restoring P = 0           0.595 V
WKB exponent, escape time      20.05, 5.1e-05 s
softest wave stiffness / a     0.051
--- interface charge           6.0 uC/cm2
polarization                   -13.389 uC/cm2
|P|/Pt                         1.1595
ferroelectric field            1.440 MV/cm
dielectric field               -6.073 MV/cm
dielectric voltage             -1.440 V
ferroelectric capacitance      16.67 uF/cm2
stack/dielectric capacitance   0.8322
bias restoring P = 0           1.785 V
WKB exponent, escape time      20.01, 4.9e-05 s
softest wave stiffness / a     0.749
--- neglected effects (rough inputs)
barrier, mass, attempt rate    3.0 eV, 0.3 m_e, 1e+13 1/s
rough strengths diel., ferro.  10, 4 MV/cm
field/strength at 6 uC/cm2     0.61, 0.36
10 % thicker dielectric: m     0.9405
its threshold charge           4.307 uC/cm2
room, hot, Curie temperature   300, 358, 700 K
hot: m, turning point          0.8550, 10.677 uC/cm2
hot threshold charge           4.591 uC/cm2
gradient coefficient           5.0e-10 m3/F
softest wavelength             8.90 nm
softest stiffness / a at s = 0 -0.595
domain instability ends at     1.768 uC/cm2
```
